# Depletion width of an ungated lateral p-n junction in a sheet: a program that tests the result

```python
# Result under test: an ungated lateral p-n junction in a thin sheet has
#   W = 4 V / (q N sin(psi)),  psi = pi N_A / N,  N = N_A + N_D,
# with q = e/(kappa eps0), kappa the mean relative permittivity around the sheet,
# V the total junction voltage, N_A (x<0) and N_D (x>0) the sheet dopings.
# Depletion spans -a < x < b, with a = W cos^2(psi/2), b = W sin^2(psi/2).
# Populated regions are equipotentials and carry a decaying net charge.
# Units inside the program: nm, V, eV, carriers per nm^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, xlogy

pi = np.pi
kappa_below, kappa_above = 3.9, 1.0
kappa = 0.5 * (kappa_below + kappa_above)
e_over_eps0 = const.e / const.epsilon_0 * 1e9            # V nm
q = e_over_eps0 / kappa
N0 = 0.01                                                # 1e12 cm^-2
gap, mass, valleys = 1.9, 0.4, 2                         # rough, WSe2-like
chi = 9.0                                                # polarizability/eps0, nm
temperature = 300.0
kT = const.k * temperature / const.e
hbar2_over_m0 = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
dos = valleys * mass / (2 * pi * hbar2_over_m0)          # per eV nm^2


def widths(V, N_A, N_D):
    N = N_A + N_D
    psi = pi * N_A / N
    W = 4 * V / (q * N * np.sin(psi))
    return W * np.cos(psi / 2)**2, W * np.sin(psi / 2)**2, W


def reduced_level(density, thermal, states):
    return np.log(np.expm1(density / (states * thermal)))


def built_in(N_A, N_D):
    return gap + kT * (reduced_level(N_A, kT, dos) + reduced_level(N_D, kT, dos))


def log_primitive(s):
    return xlogy(s, np.abs(s)) - s


INNER, CELLS = 80.0, 320
step = INNER / CELLS


def half_edges(reach):
    return np.concatenate([np.linspace(0, INNER, CELLS + 1),
                           np.geomspace(INNER, reach, 121)[1:]])


# ---- free-boundary solver: edges are found, not supplied ----
half = half_edges(2e4)
edges = np.concatenate([-half[:0:-1], half])
lo, hi = edges[:-1], edges[1:]
xc, cell = 0.5 * (lo + hi), hi - lo
coulomb = -q / (2 * pi) * (log_primitive(xc[:, None] - lo)
                           - log_primitive(xc[:, None] - hi))
identity = np.eye(len(xc))


def free_boundary(V, N_A, N_D):
    n = len(xc)
    side = np.sign(xc)
    doping = np.where(xc > 0, N_D, -N_A)
    target = np.where(xc > 0, V, 0.0)
    free = np.ones(n, bool)
    settled = False
    for iteration in range(60):
        M = np.zeros((n + 1, n + 1))
        M[:n, :n] = np.where(free[:, None], coulomb, identity)
        M[:n, n] = free
        M[n, :n] = cell
        rhs = np.append(np.where(free, target, doping), 0.0)
        solution = np.linalg.solve(M, rhs)
        charge = solution[:n]
        phi = coulomb @ charge + solution[n]
        carriers = side * (doping - charge)
        new = np.where(free, carriers >= 0, side * (phi - target) > 1e-10)
        changed = np.count_nonzero(new != free)
        # late in the iteration an edge may alternate between adjacent cells
        if changed == 0 or (iteration > 40 and changed <= 2):
            settled = True
            break
        free = new
    assert settled
    return -lo[~free].min(), hi[~free].max(), phi, carriers


# linearity and prefactor, equal doping, same grid for all voltages
test_V = np.array([1.0, 2.0, 4.0])
test_W = []
for V in test_V:
    a_num, b_num, _, _ = free_boundary(V, N0, N0)
    test_W.append(a_num + b_num)
    assert abs(a_num + b_num - widths(V, N0, N0)[2]) < 3 * step
exponent = np.polyfit(np.log(test_V), np.log(test_W), 1)[0]
assert abs(exponent - 1) < 0.03

# equal-doping example: width, potential and carrier profile
V0 = built_in(N0, N0)
W0 = widths(V0, N0, N0)[2]
l0 = W0 / 2
a_num, b_num, phi_num, carriers_num = free_boundary(V0, N0, N0)
W0_num = a_num + b_num
assert abs(W0_num - W0) < 3 * step


def centre_potential(x, l):
    return q * N0 / pi * (x * np.arccosh(l / np.abs(x)) + l * np.arcsin(x / l))


inside = np.abs(xc) < 0.98 * l0
phi_error = np.max(np.abs(phi_num[inside] - V0 / 2
                          - centre_potential(xc[inside], l0)))
assert phi_error < 0.01 * V0
density_2l = 2 / pi * np.arccos(0.5)
density_2l_num = np.interp(2 * l0, xc, carriers_num) / N0
assert abs(density_2l_num - density_2l) < 0.02

# unequal doping
NA, ND = N0, 3 * N0
V1 = built_in(NA, ND)
a1, b1, W1 = widths(V1, NA, ND)
a1_num, b1_num, _, _ = free_boundary(V1, NA, ND)
assert abs(a1_num - a1) < 2 * step and abs(b1_num - b1) < 2 * step

# ---- direct Coulomb integral of the closed-form charge ----
Nt = NA + ND
psi1 = pi * NA / Nt


def shape(x):
    return (2 * a1 * b1 / x + b1 - a1) / (a1 + b1)


def net_charge(t):
    if -a1 < t < b1:
        return ND if t > 0 else -NA
    return Nt / pi * (np.arcsin(np.clip(shape(t), -1, 1)) + pi / 2 - psi1)


def direct_field(x):
    cuts = [-np.inf, -10 * W1, -a1, 0.0, b1, 10 * W1, np.inf]
    total = 0.0
    for left, right in zip(cuts[:-1], cuts[1:]):
        if left < x < right:
            total += quad(net_charge, left, right, weight='cauchy',
                          wvar=x, limit=400)[0]
        else:
            total += quad(lambda t: net_charge(t) / (t - x), left, right,
                          limit=400)[0]
    return -q / (2 * pi) * total


def closed_field(x):
    if -a1 < x < b1:
        return -q * Nt / (2 * pi) * np.arccosh(abs(shape(x)))
    return 0.0


field_error = max(abs(direct_field(x) - closed_field(x))
                  for x in (-2.3 * a1, -0.5 * a1, 0.4 * b1, 3 * b1))
assert field_error < 1e-4 * q * Nt / (2 * pi)
drop = -quad(closed_field, -a1, 0)[0] - quad(closed_field, 0, b1)[0]
assert abs(drop - V1) < 1e-5 * V1

# strongly one-sided limit
assert abs(widths(1.0, N0, 1e4 * N0)[2] * pi * q * N0 / 4 - 1) < 1e-3


# ---- strips with no screening charge outside ----
def bare_potential(x):
    plus = log_primitive(x) - log_primitive(x - l0)
    minus = log_primitive(x + l0) - log_primitive(x)
    return -q * N0 / (2 * pi) * (plus - minus)


bare_ratio = (bare_potential(l0) - bare_potential(-l0)) / V0
bare_far = (bare_potential(1000 * l0) - bare_potential(-1000 * l0)) / V0
assert abs(bare_ratio - 2 * np.log(2) / pi) < 1e-9
assert abs(bare_far) < 1e-3


# ---- thermal carriers, finite density of states, sheet polarizability ----
def self_consistent(V, thermal, states, polarizability, reach):
    ed = half_edges(reach)
    left, right = ed[:-1], ed[1:]
    x, h = 0.5 * (left + right), right - left
    X = x[:, None]
    G = -q / (2 * pi) * (log_primitive(X - left) - log_primitive(X - right)
                         - log_primitive(X + right) + log_primitive(X + left))
    n = len(x)
    gradient = np.zeros((n + 1, n))
    gradient[0, 0] = 1 / x[0]
    for i in range(1, n):
        gradient[i, i] = 1 / (x[i] - x[i - 1])
        gradient[i, i - 1] = -gradient[i, i]
    bound = polarizability / e_over_eps0 * np.diff(gradient, axis=0) / h[:, None]
    level = reduced_level(N0, thermal, states)
    u = np.full(n, V / 2)
    converged = False
    for _ in range(200):
        eta = level + (u - V / 2) / thermal
        density = states * thermal * np.logaddexp(0, eta)
        residual = u - G @ (N0 - density + bound @ u)
        jacobian = np.eye(n) - G @ (bound - np.diag(states * expit(eta)))
        du = np.linalg.solve(jacobian, -residual)
        u = u + du
        if np.max(np.abs(du)) < 1e-8:
            converged = True
            break
    assert converged
    density = states * thermal * np.logaddexp(0, level + (u - V / 2) / thermal)
    k = np.argmax(density > N0 / 2)
    part = (N0 / 2 - density[k - 1]) / (density[k] - density[k - 1])
    return 2 * (x[k - 1] + part * (x[k] - x[k - 1])), u[0] / x[0]


cold_kT = const.k * 3.0 / const.e
half_ideal = np.sqrt(2) * W0
half_cold = self_consistent(V0, cold_kT, 10 * dos, 0.0, 2e4)[0]
assert abs(half_cold / half_ideal - 1) < 0.01
half_warm = self_consistent(V0, kT, dos, 0.0, 2e4)[0]
half_full, peak0 = self_consistent(V0, kT, dos, chi, 2e4)
half_short = self_consistent(V0, kT, dos, chi, 500.0)[0]
V2 = V0 + 1.0
W2 = widths(V2, N0, N0)[2]
half_full2, peak2 = self_consistent(V2, kT, dos, chi, 2e4)

# band-to-band tunnelling at 1 V reverse bias, symmetric two-band decay
l2 = W2 / 2
turn = brentq(lambda x: centre_potential(x, l2) - gap / 2, 1e-6, l2 * (1 - 1e-9))


def decay(x):
    room = max((gap / 2)**2 - centre_potential(x, l2)**2, 0.0)
    return np.sqrt(2 * mass * room / (gap * hbar2_over_m0))


action = 4 * quad(decay, 1e-9, turn, limit=200)[0]
tail = l0 / np.sin(0.005 * pi)

print(f"mean relative permittivity: {kappa:.3f}")
print(f"e/(kappa eps0): {q:.4f} V nm")
print(f"equal doping, each side: {N0*1e14:.2e} cm^-2")
print(f"rough gap: {gap:.2f} eV; rough mass: {mass:.2f} m_e")
print(f"valley-spin degeneracy: {valleys}; temperature: {temperature:.0f} K")
print(f"rough sheet polarizability/eps0: {chi:.1f} nm")
print(f"thermal voltage: {kT*1e3:.2f} mV")
print(f"density of states: {dos*1e14:.3e} eV^-1 cm^-2")
print(f"built-in voltage, equal doping: {V0:.4f} V")
print(f"width per volt, equal doping: {2/(q*N0):.3f} nm/V")
print(f"W at zero bias, formula: {W0:.2f} nm")
print(f"W at zero bias, free-boundary solver: {W0_num:.2f} nm")
print(f"solver cell near junction: {step:.2f} nm")
print(f"W at 1 V reverse bias, formula: {W2:.2f} nm")
for V, W in zip(test_V, test_W):
    print(f"solver W at V = {V:.0f} V: {W:.2f} nm; formula {2*V/(q*N0):.2f} nm")
print(f"fitted exponent of W against V: {exponent:.4f}")
print(f"largest potential difference, solver-formula: {phi_error*1e3:.2f} mV")
print(f"n/N0 at x = W, formula: {density_2l:.4f}; solver: {density_2l_num:.4f}")
print(f"x where net charge is 1% of doping: {tail:.0f} nm")
print(f"unequal doping N_A, N_D: {NA*1e14:.1e}, {ND*1e14:.1e} cm^-2")
print(f"built-in voltage, unequal doping: {V1:.4f} V")
print(f"unequal doping a, b, W, formula: {a1:.2f}, {b1:.2f}, {W1:.2f} nm")
print(f"unequal doping a, b, solver: {a1_num:.2f}, {b1_num:.2f} nm")
print(f"depleted charge ratio a N_A/(b N_D): {a1*NA/(b1*ND):.3f}")
print(f"largest direct-field error: {field_error*10:.1e} MV/cm")
print(f"bare strips, edge voltage / V: {bare_ratio:.4f}")
print(f"bare strips, far voltage / V: {bare_far:.1e}")
print(f"half-density separation, ideal: {half_ideal:.2f} nm")
print(f"same, solver near ideal limit: {half_cold:.2f} nm")
print(f"same, 300 K and finite density of states: {half_warm:.2f} nm")
print(f"same, with sheet polarizability too: {half_full:.2f} nm")
print(f"same, sheet ends 500 nm from junction: {half_short:.2f} nm")
print(f"same, long sheet, 1 V reverse bias: {half_full2:.2f} nm")
print(f"half-density growth, ideal: {np.sqrt(2)*2/(q*N0):.2f} nm/V")
print(f"half-density growth, full solver: {half_full2-half_full:.2f} nm/V")
print(f"peak field at zero bias: {peak0*10:.3f} MV/cm")
print(f"peak field at 1 V reverse bias: {peak2*10:.3f} MV/cm")
print(f"tunnelling path at 1 V reverse bias: {2*turn:.2f} nm")
print(f"log10 tunnelling probability there: {-action/np.log(10):.1f}")
print(f"eV/gap at zero and 1 V reverse bias: {V0/gap:.3f}, {V2/gap:.3f}")
print(f"mean dopant spacing: {1/np.sqrt(N0):.1f} nm")
print("checks complete")
```

It prints:

```
mean relative permittivity: 2.450
e/(kappa eps0): 7.3858 V nm
equal doping, each side: 1.00e+12 cm^-2
rough gap: 1.90 eV; rough mass: 0.40 m_e
valley-spin degeneracy: 2; temperature: 300 K
rough sheet polarizability/eps0: 9.0 nm
thermal voltage: 25.85 mV
density of states: 1.671e+14 eV^-1 cm^-2
built-in voltage, equal doping: 1.8304 V
width per volt, equal doping: 27.079 nm/V
W at zero bias, formula: 49.57 nm
W at zero bias, free-boundary solver: 49.50 nm
solver cell near junction: 0.25 nm
W at 1 V reverse bias, formula: 76.65 nm
solver W at V = 1 V: 27.00 nm; formula 27.08 nm
solver W at V = 2 V: 54.00 nm; formula 54.16 nm
solver W at V = 4 V: 108.00 nm; formula 108.32 nm
fitted exponent of W against V: 1.0000
largest potential difference, solver-formula: 0.02 mV
n/N0 at x = W, formula: 0.6667; solver: 0.6667
x where net charge is 1% of doping: 1578 nm
unequal doping N_A, N_D: 1.0e+12, 3.0e+12 cm^-2
built-in voltage, unequal doping: 1.8653 V
unequal doping a, b, W, formula: 30.49, 5.23, 35.72 nm
unequal doping a, b, solver: 30.50, 5.25 nm
depleted charge ratio a N_A/(b N_D): 1.943
largest direct-field error: 3.6e-10 MV/cm
bare strips, edge voltage / V: 0.4413
bare strips, far voltage / V: 3.2e-04
half-density separation, ideal: 70.10 nm
same, solver near ideal limit: 70.09 nm
same, 300 K and finite density of states: 69.91 nm
same, with sheet polarizability too: 72.69 nm
same, sheet ends 500 nm from junction: 72.82 nm
same, long sheet, 1 V reverse bias: 110.93 nm
half-density growth, ideal: 38.30 nm/V
half-density growth, full solver: 38.24 nm/V
peak field at zero bias: 0.909 MV/cm
peak field at 1 V reverse bias: 1.011 MV/cm
tunnelling path at 1 V reverse bias: 31.46 nm
log10 tunnelling probability there: -43.5
eV/gap at zero and 1 V reverse bias: 0.963, 1.490
mean dopant spacing: 10.0 nm
checks complete
```
